Finite-size corrections of a charged defect's level and total energy

A charged defect in an interlayer dielectric can be computed in a periodic supercell. The calculation then describes a regular array of defects, with a uniform background of opposite charge that keeps the cell neutral. Both the total energy and the one-electron level in the gap are displaced from their values for a single defect in an extended host. The two displacements have one electrostatic cause, but they differ in size and may differ in sign. What relation holds between them, and when may one be obtained from the other?

Hartree atomic units are used. The defect has charge q, in units of +e, and its cell is a cube of side L and volume V = L³. The host is a linear medium of dielectric constant ε. The electrostatic potential φ has zero average over the cell; for the single defect it vanishes far away. A correction is the isolated value minus the supercell value, the amount to be added to the supercell result:

E_corr = E_iso − E_cell,  e_corr = e_iso − e_cell.

Here E is the total energy and e the energy of a localized level. The relation to be derived is

e_corr = −(2/q) E_corr, at order 1/L and for q ≠ 0.

Take first a unit point charge at the origin. Let D₁(r) be its supercell potential minus its isolated potential 1/(εr). The singularity at the origin cancels, and what remains comes from the images and the background. The background has density −1/V, so inside the cell Poisson's equation reads

∇²D₁ = −(4π/ε)(−1/V) = 4π/(εV).

Inversion symmetry forbids a linear term in the expansion of D₁ about the origin, and cubic symmetry makes the quadratic term isotropic. Since ∇²r² = 6, its coefficient is 4π/(6εV). Hence

D₁(r) = −α/(εL) + (2π/3εV) r² + O(r⁴/L⁵).

The constant must scale as 1/L because L is the only length in the problem. The number α is the Madelung constant. To evaluate it, set ε = 1 and write each point charge as a Gaussian charge of density (η²/π)^(3/2) exp(−η²r²) plus the remainder, point minus Gaussian. The Gaussians are summed over reciprocal vectors K. Each remainder has the short-range potential erfc(ηr)/r, whose cell average,

(4π/V) ∫₀^∞ r erfc(ηr) dr = π/(η²V),

must be subtracted to keep the total average zero. At the origin the isolated potential 1/r is also removed, and the home cell leaves erfc(ηr)/r − 1/r = −erf(ηr)/r, which tends to −2η/√π. With R running over the lattice vectors,

−α/L = Σ_{R≠0} erfc(ηR)/R + (4π/V) Σ_{K≠0} exp(−K²/4η²)/K² − 2η/√π − π/(η²V).

The result does not depend on η. For the cube α = 2.8373. The minus sign in D₁ means that a positive defect sits at a lower potential in the supercell than it does alone: the negative background around it outweighs the positive images.

A real defect has a charge density ρ(r) of finite extent. Let it be spherical, with total charge q and second moment Q = ∫ρ r² d³r. By superposition the potential difference is D(r) = ∫ρ(r′) D₁(r − r′) d³r′. In |r − r′|² = r² − 2r·r′ + r′² the middle term integrates to zero, so

D(r) = −αq/(εL) + (2π/3εV)(q r² + Q) + O(L⁻⁵).

The leading term is a constant. It moves every state localized near the defect by the same amount and leaves the orbitals unchanged.

The energy of a charge density in a linear medium is ½∫ρφ, with the work of polarizing the medium included. The factor ½ arises because the potential grows in proportion to the charge while the charge is brought in. In the supercell the uniform background adds nothing to this integral, because φ averages to zero over the cell. For the monopole part alone, the charging work is

∫₀^q (−αq′/εL) dq′ = −αq²/(2εL).

With the density held fixed, the full difference is

E_cell − E_iso = ½∫ρD d³r
= ½[−αq²/(εL) + (2π/3εV)(qQ + Qq)]
= −αq²/(2εL) + 2πqQ/(3εV).

The density does respond to D, but the energy is stationary with respect to the orbital. The part of D that can deform the orbital is of order L⁻³, so the resulting energy change is of order L⁻⁶. Therefore

E_corr = αq²/(2εL) − 2πqQ/(3εL³) + O(L⁻⁵).

The level is simpler at leading order. An electron has charge −1, so its potential energy is −φ and its level moves by −D. There is no factor ½, because the electron in its orbital feels the whole potential of images and background:

e_cell − e_iso = +αq/(εL),  e_corr = −αq/(εL).

Division by E_corr = αq²/(2εL) gives e_corr/E_corr = −2/q. The 2 is the charging factor, and the minus sign is the charge of the electron. For q = +1 the supercell energy is too low and the level too high; for q = −1 both are too low. The argument nowhere uses the occupation of the level, so an empty localized level is displaced as a filled one is.

A second derivation shows how far the rule reaches. Let one orbital ψ hold f electrons in a short-range well w, with ρ = ρ_core − f|ψ|² and core charge Z, so that q = Z − f. In mean field, and with T the kinetic energy operator,

E = f⟨T + w⟩ + ½∫ρφ d³r.

Differentiate with respect to f. The change of ψ does not contribute, because E is stationary at fixed norm. The electrostatic term is quadratic in ρ, so its derivative is ∫φ(∂ρ/∂f) = −⟨φ⟩, where the brackets denote the average over |ψ|². Thus

∂E/∂f = ⟨T + w − φ⟩ = e.

This is Janak's theorem for the model. It holds for the supercell and for the isolated defect alike. Subtracting the two cases, and using df = −dq at fixed core charge,

e_corr = −∂E_corr/∂q.

An energy correction proportional to q² therefore gives the factor −2/q. One proportional to q does not. If the supercell potential is misaligned with that of the bulk host by a constant U, the energy correction contains qU and the level correction contains −U, a ratio of −1/q. Such an alignment term has to be separated from the monopole term before the factor of two is applied.

The derivative also supplies the next order of the level, where an argument with a fixed orbital would fail. From the L⁻³ term of E_corr,

e_corr = −αq/(εL) + (2π/3εL³)(Q + q dQ/dq) + O(L⁻⁵).

Since Q = Q_core − f⟨r²⟩, where Q_core is the second moment of the core,

dQ/dq = −dQ/df = ⟨r²⟩ + f d⟨r²⟩/df.

The first part is the direct action of the r² term in D on the orbital. The second is self-consistent: the r² term changes the size of the orbital, and the altered electron cloud shifts the level at the same order in L. The energy has no such term because it is stationary. Multiplying e_corr by q, dividing by E_corr and keeping the first order in L⁻² gives

q e_corr/E_corr = −2 + (4π/3αL²)(dQ/dq − Q/q).

The dielectric constant no longer appears explicitly, though the second moments depend on it through the orbital. The deviation vanishes if Q = q dQ/dq, and in general it does not.

These formulas can be confronted with a self-consistent solution of the one-orbital model. The well is a Gaussian of depth 1.3 hartree and width 2.0 bohr, the core is a Gaussian charge +1 of width 1.3 bohr, and ε = 2.9. The isolated defect is solved radially and the supercell in plane waves, so neither calculation contains the correction formulas. Occupations 0, 1 and 2 give q = +1, 0 and −1. For L = 1.0, 1.25 and 1.5 nm, the energy and level corrections both agree with the expressions through L⁻³ to better than 2×10⁻⁵ hartree, about 0.5 meV.

The case q = −1 at L = 1.0 nm shows the orbital relaxation at work. Here L = 18.90 bohr, and the leading level correction is +1.409 eV. The isolated solution gives Q = −3.575 bohr² and dQ/dq = 5.222 bohr², so the next term is

(2π/(3 × 2.9 × 18.90³)) × (−3.575 − 5.222) = −9.4×10⁻⁴ hartree = −0.026 eV.

The sum, 1.383 eV, agrees with the computed difference between the isolated defect and the supercell. Had dQ/dq been replaced by the fixed-orbital value ⟨r²⟩ = 4.323 bohr², the sum would have been 1.386 eV, too large by about 2.5 meV.

At L = 1.5 nm the ratio e_corr/E_corr is −2.0029 for q = +1 and +1.9970 for q = −1. The L⁻² formula gives −2.0028 and +1.9970. From 1.0 to 1.5 nm the deviation from −2/q shrinks by factors of 2.275 and 2.264 in the two cases, against (1.5)² = 2.25. For the neutral defect the quotient is undefined, and neither quantity has a 1/L term. Its level still moves, because Q is not zero: the correction is +3.4 meV at 1.0 nm and +1.0 meV at 1.5 nm, a fall by (1.5)³ within rounding.

So far one ε has screened everything. In a glass with polar bonds the electrons follow a change of charge at once, with constant ε∞, while the ions follow slowly and bring the total to the static value ε₀. If the ions are relaxed for the charge state whose energy and level are computed, the derivation stands with ε = ε₀. For a vertical transition it has to be redone.

Let the electronic charge be q′, and let the ions be held where they relaxed for charge s. In a linear medium the electrostatic energy is a quadratic form,

F(q′, s) = ½a q′² − b q′s + ½c s².

By the meaning of s, F is stationary in s at s = q′. This requires −bq′ + cq′ = 0, so c = b. With unpolarized ions, s = 0, the energy is ½a q′². With relaxed ions it is ½(a − b)q′². Both statements hold for the supercell and for the isolated defect, each with its own relaxed ionic pattern, and therefore also for their difference. The 1/L part of that difference is known in both situations:

a → α/(ε∞L),  a − b → α/(ε₀L),  hence b → αA/L with A = 1/ε∞ − 1/ε₀.

The energy correction, and the level correction from −∂/∂q′ at fixed ions, are

E_corr = (α/L)[q′²/(2ε∞) − A q′s + A s²/2],
e_corr = −(α/L)[q′/ε∞ − A s].

For q′ = s the brackets become q′²/(2ε₀) and q′/ε₀, and the rule returns. For q′ = 0 and s = 1, a neutral defect in the geometry of the positive one, both corrections survive at order 1/L although the defect carries no net electronic charge. The frozen ions hold a polarization charge of sign opposite to s at the defect, and this charge has images too. The level correction is then positive, where that of the relaxed positive defect is negative.

These coefficients were tested on a medium with atomic structure: a simple cubic lattice of polarizable points with one charge at the centre of a lattice cube. Each point has an electronic and an ionic polarizability, fixed through the Clausius–Mossotti relation by ε∞ = 2.0 and ε₀ = 2.9. Supercells of 6, 8, 10 and 12 points per edge were extrapolated to extract the 1/L coefficients. In units of α, the relaxed charged case gave 0.1728 for the energy and −0.3455 for the level, against 0.1724 and −0.3448 from the formulas. The case q′ = 0, s = 1 gave 0.0773 and +0.1546, against 0.0776 and +0.1552. The largest deviation, relative to the formula, is about 0.4 percent.

Now take a singly positive defect in a dense organosilicate glass of the kind used between interconnects, with rough typical values ε₀ = 2.9 and ε∞ = 2.0, in a cell of side 1.5 nm = 28.346 bohr. With the ions relaxed for q = +1,

α/L = 2.8373/28.346 = 0.1001 hartree = 2.7237 eV,
E_corr = 2.7237 eV/(2 × 2.9) = 0.4696 eV = 0.01726 hartree,
e_corr = −2 × 0.4696 eV = −0.939 eV = −0.03452 hartree.

The supercell places the level almost 1 eV too high. On the scale of a trap depth of a few eV this cannot be ignored, even in a cell of this size. The low permittivity that makes the material useful is also what makes the correction large: at fixed L and cell shape it varies as 1/ε₀.

A state spread evenly over the cell behaves differently. To first order it feels the average potential, which is zero, and has no 1/L shift. When the defect level is quoted relative to a band edge, the correction therefore goes to the defect level, and the edge should be taken from a defect-free cell with the potentials aligned. In the charged cell the edge state also responds to the defect beyond first order. The second-order term for a point charge does not depend on L; for a band of mass 0.5 with ε = 2.9 and q = +1 it is 0.07 eV. Higher orders are not small here. In the full effective-mass solution the screened Coulomb potential of a point charge lowers a conduction edge by 0.14 to 0.15 eV at L = 1.5 nm (about 0.11 eV if the charge is a Gaussian of width 1.3 bohr), and by more in larger cells, where the state turns into a hydrogenic bound state of radius ε/m = 5.8 bohr. A valence edge of the same mass is raised instead, by about 0.05 eV at 1.5 nm, and this shift falls only slowly with L. A shallow state whose radius is comparable with L fits neither description, and the expansion fails for it.

Real glass departs from the model in several ways, which can be sized for the same example. The permittivity varies with composition and porosity: ε₀ = 2.7 gives a level correction of −1.01 eV and ε₀ = 3.1 gives −0.88 eV. The ratio −2/q is not affected, provided the same ε enters both corrections. Stretching the cell to an axial ratio of 1.3 at fixed volume lowers α to 2.768 and changes the level correction to −0.916 eV. Finite extent, taken from the one-orbital model, changes the energy correction by −4.4 meV and the level correction by +7.4 meV. That model is no portrait of a defect in the glass: its isolated levels lie 0.39 to 0.73 hartree, some 11 to 20 eV, below the potential zero, far deeper than a gap state. For the empty level of the positive defect dQ/dq = ⟨r²⟩, so with the same core a more extended orbital would have a larger L⁻³ term in its level correction. The L⁻³ terms also assume that ε screens locally and uniformly. In a medium with atomic structure the screening charge has an extent of its own: in the lattice of polarizable points with ε = 2.9 and spacing d, even a point charge has a term of about −0.33 q²d²/L³ in its energy correction, some −9 to −13 meV at L = 1.5 nm for d = 0.25 to 0.30 nm. This term is quadratic in q and leaves the ratio −2/q intact, but it means that the L⁻³ part for a real host cannot be obtained from the second moment of the defect charge alone. For a level 3 eV below a band edge and an effective mass of 0.5, both rough, the overlap of orbital tails between cells can be estimated as the depth times exp(−κL), where κ is the decay rate of the orbital; this gives about 0.2 meV. It is an order of magnitude only: the omitted prefactor depends on the well and can raise the shift to 1 meV or more.

The assumption with the greatest weight is that of relaxed ions. If an electron is added to the positive defect while the ions stay in place, the level correction of the resulting neutral state is

+2.724 eV × (1/2.0 − 1/2.9) = +0.42 eV,

and its energy correction is half of this, +0.21 eV. Setting q = 0 in the relaxed-ion formulas, and hence applying no correction, would leave an error of 0.42 eV in the level.

Two further effects are physical and not artefacts of the cell, but they limit what the corrected level can be compared with. One is thermal motion. Let an ionic coordinate x have energy ½kx² and shift the level by gx. Its classical variance is k_BT/k, so the level has variance g²k_BT/k. The relaxation energy is λ = g²/(2k), and the variance becomes 2λk_BT. A continuum estimate of λ is A times the electrostatic energy 1/(2√π σ) of a unit Gaussian charge. For σ = 1.3 bohr this gives λ ≈ 0.9 eV, a rough figure, since a continuum is doubtful at atomic distances. At 378 K, where k_BT = 0.033 eV, the classical spread is then about 0.2 eV. For stiff vibrations, whose quantum exceeds k_BT, the true variance is larger than the classical one: if the whole coupling were to vibrations with a quantum of 0.13 eV, the spread would be about 0.35 eV. The other is an operating field: at 1 MV/cm the potential energy of an electron changes by 0.15 eV across 1.5 nm. The numerical output below lists most of the values used here.

Numbers as computed

```
Madelung constant alpha (cubic) = 2.837297
static eps = 2.9, electronic eps = 2.0 (rough inputs)
model well depth = 1.3 hartree, width = 2.0 bohr, core width = 1.3 bohr
q=+1: isolated level = -0.73059 hartree, Q = 5.070, <r^2> = 3.525, dQ/dq = 3.525 bohr^2
  L=1.00 nm: energy corr = +0.6897 eV, level corr = -1.3838 eV, ratio = -2.0065
  L=1.25 nm: energy corr = +0.5560 eV, level corr = -1.1142 eV, ratio = -2.0041
  L=1.50 nm: energy corr = +0.4652 eV, level corr = -0.9318 eV, ratio = -2.0029
  ratio error falls by 2.275 from 1.0 to 1.5 nm (L^-2 law: 2.250)
q=+0: isolated level = -0.55457 hartree, Q = 1.169, <r^2> = 3.901, dQ/dq = 4.297 bohr^2
  L=1.00 nm: energy corr = +0.0000 eV, level corr = +0.0034 eV
  L=1.25 nm: energy corr = +0.0000 eV, level corr = +0.0017 eV
  L=1.50 nm: energy corr = +0.0000 eV, level corr = +0.0010 eV
q=-1: isolated level = -0.39123 hartree, Q = -3.575, <r^2> = 4.323, dQ/dq = 5.222 bohr^2
  L=1.00 nm: energy corr = +0.6940 eV, level corr = +1.3833 eV, ratio = +1.9931
  L=1.25 nm: energy corr = +0.5582 eV, level corr = +1.1140 eV, ratio = +1.9956
  L=1.50 nm: energy corr = +0.4665 eV, level corr = +0.9316 eV, ratio = +1.9970
  ratio error falls by 2.264 from 1.0 to 1.5 nm (L^-2 law: 2.250)
f=1.5, isolated: dE/df = -0.471364, level = -0.471364 hartree
f=1.5, 1.0 nm cell: dE/df = -0.496882, level = -0.496881 hartree
dipole lattice, 1/L coefficients of the corrections (per alpha), measured / formula:
  charge 1, ions set for 1: energy 0.17277 / 0.17241, level -0.34554 / -0.34483
  charge 0, ions set for 1: energy 0.07730 / 0.07759, level +0.15459 / +0.15517
  charge 1, ions set for 0: energy 0.25007 / 0.25000, level -0.50013 / -0.50000
EXAMPLE q=+1, L=1.5 nm = 28.346 bohr; alpha/L = 2.7237 eV
energy correction = 0.4696 eV = 0.017258 hartree
level correction = -0.9392 eV = -0.034516 hartree
Neglected effects, same example:
  finite extent (model defect): energy -4.37 meV, level +7.42 meV
  electron added, ions frozen: neutral level corr = +0.4226 eV, energy corr = +0.2113 eV
  static eps 2.7: level correction = -1.0088 eV
  static eps 3.1: level correction = -0.8786 eV
  cell stretched to c/a=1.3, same volume: alpha = 2.76841, level correction = -0.9164 eV
  tail overlap, depth 3.0 eV, mass 0.5: depth*exp(-kappa L) = 0.245 meV
  continuum ionic relaxation energy (Gaussian, 1.3 bohr) = 0.916 eV
  thermal level spread at 378 K = 0.244 eV (kT = 0.0326 eV)
  potential-energy drop over L at 1.0 MV/cm = 0.150 eV
```
